# Truncated Coulomb Kernel for the Self-Energy of an Isolated Gaussian Charge: a numerical check

```python
# RESULT UNDER TEST
# A Gaussian charge q of width sigma in a periodic cube of side L, treated with
# the Coulomb interaction cut at distance Rc,
#     v(G) = 4 pi (1 - cos(G Rc)) / G^2,   v(0) = 2 pi Rc^2,
# has the energy  E = (1 / 2 L^3) sum_G v(G) |rho(G)|^2,  which tends to the
# isolated self-energy q^2 / (2 sqrt(pi) sigma) when Rc = L/2 and L >> sigma.
# Symbols: G = reciprocal vector length, rho(G) = Fourier transform of density,
# KE = e^2/(4 pi eps0) in eV angstrom. Lengths in angstrom, energies in eV,
# except in the lithium part, which works in bohr and hartree until printing.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.signal import fftconvolve
from scipy.special import erf, erfc
from pyscf import gto, scf

KE = const.e / (4 * np.pi * const.epsilon_0) * 1e10
BOHR = const.physical_constants["Bohr radius"][0] * 1e10
HARTREE = const.physical_constants["Hartree energy in eV"][0]


def truncated_kernel(G, Rc):
    """Stable form of the cut Coulomb kernel; finite at G = 0."""
    return 2 * np.pi * Rc**2 * np.sinc(G * Rc / (2 * np.pi))**2


def box_solver(L, sigma, Rc=None, kind="truncated", spacing=0.5):
    """FFT energy and potential of a unit Gaussian centred at the origin."""
    Rc = L / 2 if Rc is None else Rc
    n = 2 * int(np.ceil(L / (2 * spacing) - 1e-9))
    h = L / n
    x = np.arange(n) * h
    line = sum(np.exp(-(x - m * L)**2 / (2 * sigma**2)) for m in range(-4, 5))
    line = line / (np.sqrt(2 * np.pi) * sigma)
    rho = line[:, None, None] * line[None, :, None] * line[None, None, :]
    g = 2 * np.pi * np.fft.fftfreq(n, d=h)
    G = np.sqrt(g[:, None, None]**2 + g[None, :, None]**2 + g[None, None, :]**2)
    if kind == "bare":
        v = np.zeros_like(G)
        v[G > 0] = 4 * np.pi / G[G > 0]**2
    else:
        v = truncated_kernel(G, Rc)
        if kind == "dropped":
            v[0, 0, 0] = 0.0
    rho_G = np.fft.fftn(rho) * h**3
    energy = KE * np.sum(v * np.abs(rho_G)**2) / (2 * L**3)
    potential = KE * np.fft.ifftn(v * rho_G).real / h**3
    return energy, potential, x


def image_sum(L, sigma, Rc):
    """Same energy from real-space lattice images of the cut interaction."""
    m = np.arange(-3, 4)
    R = L * np.sqrt(m[:, None, None]**2 + m[None, :, None]**2 + m[None, None, :]**2)
    R = R[R > 0]
    w = 2 * sigma
    home = (1 - np.exp(-Rc**2 / w**2)) / (np.sqrt(np.pi) * sigma)
    images = (erfc((R - Rc) / w) + erfc((R + Rc) / w) - 2 * erfc(R / w)) / (2 * R)
    return KE / 2 * (home + images.sum())


def isolated(sigma):
    return KE / (2 * np.sqrt(np.pi) * sigma)


# ---- isolated reference from the electric field energy ----
sigma = 1.3
E_iso = isolated(sigma)


def enclosed(r):
    density = lambda t: 4*np.pi*t*t*np.exp(-t*t/(2*sigma**2))/(2*np.pi*sigma**2)**1.5
    return quad(density, 0, r)[0]


r_far = 10 * sigma
field = quad(lambda r: enclosed(r)**2 / (2 * r * r), 1e-9, r_far, epsabs=1e-10)[0]
E_field = KE * (field + 1 / (2 * r_far))
assert abs(E_field - E_iso) < 1e-6
print(f"Coulomb constant e^2/(4 pi eps0): {KE:.5f} eV angstrom")
print(f"Gaussian width sigma: {sigma:.2f} angstrom, |charge| 1 e")
print(f"isolated self-energy, formula: {E_iso:.6f} eV = {E_iso/HARTREE:.6f} hartree")
print(f"isolated self-energy, field integral: {E_field:.6f} eV")

# ---- kernel against its defining radial integral ----
for G in (0.0, 1e-4, 0.3, 1.1, 2.7):
    integrand = lambda r: 4 * np.pi * r * r * np.sinc(G * r / np.pi) / r if r else 0.0
    direct = quad(integrand, 0, 10.0, epsabs=1e-10, limit=200)[0]
    assert abs(direct - truncated_kernel(G, 10.0)) < 1e-7
    if G in (0.0, 0.3):
        print(f"kernel, Rc 10 angstrom, G {G:.1f} 1/angstrom: {direct:.4f} angstrom^2")

# ---- lattice constant of a point charge in a neutralising background ----
m = np.arange(-5, 6)
n2 = (m[:, None, None]**2 + m[None, :, None]**2 + m[None, None, :]**2).ravel()
n2 = n2[n2 > 0].astype(float)
eta = 2.0  # splitting parameter for a box of unit side
xi = -(np.sum(erfc(eta * np.sqrt(n2)) / np.sqrt(n2))
       + np.sum(np.exp(-np.pi**2 * n2 / eta**2) / (np.pi * n2))
       - 2 * eta / np.sqrt(np.pi) - np.pi / eta**2)
print(f"cubic lattice constant xi from Ewald sum: {xi:.6f} (no unit)")

# ---- box-size study ----
print("energy minus isolated value, eV, with Rc = L/2:")
print("L (angstrom) | truncated | truncated, G=0 dropped | bare, G=0 dropped")
for L in (8.0, 12.0, 16.0, 20.0, 24.0):
    E_cut = box_solver(L, sigma)[0]
    E_drop = box_solver(L, sigma, kind="dropped")[0]
    E_bare = box_solver(L, sigma, kind="bare")[0]
    assert abs(E_cut - image_sum(L, sigma, L / 2)) < 1e-9
    if L >= 12:
        bare_law = KE / 2 * (-xi / L + 4 * np.pi * sigma**2 / L**3)
        assert abs(E_bare - E_iso - bare_law) < 1e-6
    if L >= 16:
        assert abs(E_drop - E_iso + np.pi * KE / (4 * L)) < 1e-3
    print(f"{L:5.1f} | {E_cut-E_iso:.3e} | {E_drop-E_iso:.5f} | {E_bare-E_iso:.5f}")

L = 20.0
E_20, V, x = box_solver(L, sigma)
assert abs(E_20 - E_iso) < 1e-5
print(f"truncated-kernel energy at L 20 angstrom: {E_20:.6f} eV")
target = 1e-3
L_need = 4 * sigma * np.sqrt(np.log(E_iso / target))
err_need = box_solver(L_need, sigma)[0] - E_iso
assert 0.8 * target < abs(err_need) < target
print(f"box side from size rule for 0.001 eV: {L_need:.2f} angstrom")
print(f"actual error in that box: {err_need:.3e} eV")

# ---- choice of truncation radius ----
rc_error = {}
for Rc in (5.0, 8.0, 10.0, 12.0, 15.0):
    E_rc = box_solver(L, sigma, Rc=Rc)[0]
    assert abs(E_rc - image_sum(L, sigma, Rc)) < 1e-9
    rc_error[Rc] = E_rc - E_iso
    print(f"L 20 angstrom, Rc {Rc:4.1f} angstrom: error {rc_error[Rc]:.3e} eV")
assert rc_error[5.0] < -1e-3 and rc_error[15.0] > 1e-3

# ---- grid spacing ----
grid_error = {}
for spacing in (2.0, 1.0, 0.5):
    grid_error[spacing] = box_solver(L, sigma, spacing=spacing)[0] - E_iso
    print(f"L 20 angstrom, grid spacing {spacing:.1f} angstrom: "
          f"error {grid_error[spacing]:.3e} eV")
assert abs(grid_error[2.0]) > 1e-3 and abs(grid_error[1.0]) < 1e-4

# ---- potential: right near the charge, wrong at the cell corner ----
near = (x > 0) & (x <= 3.5)
V_true = KE * erf(x[near] / (np.sqrt(2) * sigma)) / x[near]
V_centre = KE * np.sqrt(2 / np.pi) / sigma
assert np.max(np.abs(V[near, 0, 0] - V_true)) < 1e-4
assert abs(V[0, 0, 0] - V_centre) < 1e-4
half = len(x) // 2
r_corner = np.sqrt(3) * L / 2
V_corner = KE * erf(r_corner / (np.sqrt(2) * sigma)) / r_corner
assert abs(V[half, half, half]) < 1e-3 < V_corner
print(f"repulsion of like unit charge at centre: box {V[0,0,0]:.5f} eV, "
      f"isolated {V_centre:.5f} eV")
print(f"same at cell corner: box {abs(V[half,half,half]):.5f} eV, "
      f"isolated {V_corner:.5f} eV")

# ---- neglected shape and tail: 2s shell of a free lithium atom ----
mol = gto.M(atom="Li 0 0 0", basis="def2-qzvp", spin=1, verbose=0)
mf = scf.UHF(mol)
mf.conv_tol = 1e-11
mf.kernel()
assert mf.converged
orbital = mf.mo_coeff[0][:, 1]
pair = np.outer(orbital, orbital)
E_li = 0.5 * np.einsum("ijkl,ij,kl->", mol.intor("int2e"), pair, pair) * HARTREE

node, weight = np.polynomial.legendre.leggauss(900)
u = (node + 1) / 2
r_max = 30.0
r = r_max * u**2
dr = weight / 2 * 2 * r_max * u
points = np.column_stack([np.zeros_like(r), np.zeros_like(r), r])
radial = 4 * np.pi * r**2 * (mol.eval_gto("GTOval_sph", points) @ orbital)**2 * dr
assert abs(radial.sum() - 1) < 1e-6
sigma_li = np.sqrt(np.sum(radial * r**2) / 3) * BOHR
G_cut = 30.0
G_grid = np.linspace(0, G_cut, 6001)
form_factor = CubicSpline(G_grid, np.sinc(np.outer(G_grid, r) / np.pi) @ radial)


def lithium_box_energy(L_angstrom):
    """Truncated-kernel energy of the 2s density, summed over shells of G."""
    side = L_angstrom / BOHR
    n_max = int((G_cut * side / (2 * np.pi))**2)
    one = np.zeros(n_max + 1)
    one[0] = 1
    one[np.arange(1, int(np.sqrt(n_max)) + 1)**2] = 2
    two = np.rint(fftconvolve(one, one)[:n_max + 1])
    count = np.rint(fftconvolve(two, one)[:n_max + 1])
    G = 2 * np.pi / side * np.sqrt(np.arange(n_max + 1))
    terms = count * truncated_kernel(G, side / 2) * form_factor(G)**2
    return terms.sum() / (2 * side**3) * HARTREE


print(f"Li 2s (UHF/def2-QZVP) matched Gaussian width: {sigma_li:.4f} angstrom")
print(f"Li 2s Hartree self-energy from integrals: {E_li:.5f} eV")
print(f"Gaussian of equal mean square radius: {isolated(sigma_li):.5f} eV")
print(f"shape effect, Li 2s minus Gaussian: {E_li-isolated(sigma_li):.5f} eV")
print("box error, eV: L (angstrom) | Li 2s | matched Gaussian")
for L_li in (12.0, 16.0, 20.0):
    err_li = lithium_box_energy(L_li) - E_li
    err_gauss = image_sum(L_li, sigma_li, L_li / 2) - isolated(sigma_li)
    print(f"{L_li:5.1f} | {err_li:.2e} | {err_gauss:.2e}")
assert abs(err_li) < 1e-4
assert abs(err_li) > 2 * abs(err_gauss)

# ---- neglected screening by a uniform host ----
eps_host = 10.0
shift = xi * KE / (2 * L)
print(f"leading image shift, L 20 angstrom, vacuum: {shift:.4f} eV")
print(f"same with dielectric constant {eps_host:.0f}: {shift/eps_host:.4f} eV")
print(f"self-energy with dielectric constant {eps_host:.0f}: {E_iso/eps_host:.4f} eV")
print("all tests passed")
```

Printed output:

```
Coulomb constant e^2/(4 pi eps0): 14.39965 eV angstrom
Gaussian width sigma: 1.30 angstrom, |charge| 1 e
isolated self-energy, formula: 3.124665 eV = 0.114829 hartree
isolated self-energy, field integral: 3.124665 eV
kernel, Rc 10 angstrom, G 0.0 1/angstrom: 628.3185 angstrom^2
kernel, Rc 10 angstrom, G 0.3 1/angstrom: 277.8554 angstrom^2
cubic lattice constant xi from Ewald sum: 2.837297 (no unit)
energy minus isolated value, eV, with Rc = L/2:
L (angstrom) | truncated | truncated, G=0 dropped | bare, G=0 dropped
  8.0 | -2.130e-01 | -1.62665 | -2.25494
 12.0 | -1.322e-02 | -0.95568 | -1.61385
 16.0 | -2.234e-04 | -0.70706 | -1.23942
 20.0 | -1.118e-06 | -0.56547 | -1.00229
 24.0 | -1.692e-09 | -0.47123 | -0.84011
truncated-kernel energy at L 20 angstrom: 3.124664 eV
box side from size rule for 0.001 eV: 14.75 angstrom
actual error in that box: -9.117e-04 eV
L 20 angstrom, Rc  5.0 angstrom: error -7.739e-02 eV
L 20 angstrom, Rc  8.0 angstrom: error -2.416e-04 eV
L 20 angstrom, Rc 10.0 angstrom: error -1.118e-06 eV
L 20 angstrom, Rc 12.0 angstrom: error 1.461e-05 eV
L 20 angstrom, Rc 15.0 angstrom: error 7.058e-03 eV
L 20 angstrom, grid spacing 2.0 angstrom: error 6.464e-02 eV
L 20 angstrom, grid spacing 1.0 angstrom: error -1.076e-06 eV
L 20 angstrom, grid spacing 0.5 angstrom: error -1.118e-06 eV
repulsion of like unit charge at centre: box 8.83789 eV, isolated 8.83789 eV
same at cell corner: box 0.00000 eV, isolated 0.83136 eV
Li 2s (UHF/def2-QZVP) matched Gaussian width: 1.2865 angstrom
Li 2s Hartree self-energy from integrals: 3.18443 eV
Gaussian of equal mean square radius: 3.15755 eV
shape effect, Li 2s minus Gaussian: 0.02689 eV
box error, eV: L (angstrom) | Li 2s | matched Gaussian
 12.0 | -1.47e-02 | -1.20e-02
 16.0 | -5.92e-04 | -1.85e-04
 20.0 | -1.58e-05 | -8.27e-07
leading image shift, L 20 angstrom, vacuum: 1.0214 eV
same with dielectric constant 10: 0.1021 eV
self-energy with dielectric constant 10: 0.3125 eV
all tests passed
```
